# Resistance ratio of a tunnel junction with two barrier heights: verification in Python

```python
"""Result under test: the WKB resistance ratio of a two-state tunnel junction,
R_high/R_low = exp[2 d sqrt(2 m)/hbar * (sqrt(phi_high)-sqrt(phi_low))].
d: thickness (nm); m: barrier mass / electron mass; phi: barrier height (eV)
above the Fermi level. Wave numbers are in 1/nm and energies in eV.
The formula is tested against a numerical Schroedinger solution; the
effects neglected by the formula are then sized one by one.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.special import digamma

ROOT = 1e-9 * np.sqrt(2 * sc.m_e * sc.e) / sc.hbar  # 1/(nm sqrt(eV))
d, mass, mean, delta = 3.0, 0.2, 2.0, 0.4
low, high = mean - delta / 2, mean + delta / 2
fermi = 5.0          # electrode Fermi energy, eV; electrode mass is m_e
gap = 5.7            # rough band gap of hafnia, eV
eps_optical = 4.5    # rough optical relative permittivity
read_voltage = 0.1   # V
temperature = 358.0  # K
coercive, breakdown = 1.0, 5.0  # rough fields, MV/cm


def kappa(phi):
    return ROOT * np.sqrt(mass * phi)


def log_ratio(lo, hi, thickness=d):
    return 2 * thickness * (kappa(hi) - kappa(lo))


def mean_root(a, b):
    """Mean of sqrt(phi) over a barrier running linearly from a to b."""
    return 2 / 3 * (a + np.sqrt(a * b) + b) / (np.sqrt(a) + np.sqrt(b))


def linear_exponent(a, b):
    return 2 * d * ROOT * np.sqrt(mass) * mean_root(a, b)


def schroedinger_transmission(a, b, thickness):
    """Integrate psi and psi'/m from the transmitted wave back to the source."""
    k = ROOT * np.sqrt(fermi)

    def rhs(x, y):
        phi = a + (b - a) * x / thickness
        return [mass * y[1], ROOT**2 * phi * y[0]]
    sol = solve_ivp(rhs, (thickness, 0), np.array([1, 1j * k], complex),
                    method="DOP853", rtol=1e-10, atol=1e-12)
    psi, flux = sol.y[:, -1]
    return 1 / abs((psi + flux / (1j * k)) / 2)**2


def matched_transmission(phi, w=0.0):
    """Flat barrier; w = transverse kinetic energy in the barrier, eV."""
    q = ROOT * np.sqrt(fermi - mass * w)
    kap = kappa(phi + w)
    eta = kap / mass
    return 1 / (1 + ((q*q + eta*eta) / (2*q*eta) * np.sinh(kap * d))**2)


# Numerical Schroedinger solution against the WKB exponent.
t_low = schroedinger_transmission(low, low, d)
t_high = schroedinger_transmission(high, high, d)
numeric_log = np.log(t_low / t_high)
numeric_log_4 = np.log(schroedinger_transmission(low, low, 4.0)
                       / schroedinger_transmission(high, high, 4.0))
growth_numeric = numeric_log_4 - numeric_log
growth_wkb = log_ratio(low, high) / d
assert abs(growth_numeric - growth_wkb) < 1e-5
assert abs(t_low / matched_transmission(low) - 1) < 1e-6
assert abs(t_high / matched_transmission(high) - 1) < 1e-6

# Tilted barrier: exponent times one matching factor for each interface.
def interface_factor(phi):
    q, eta = ROOT * np.sqrt(fermi), kappa(phi) / mass
    return 4 * q * eta / (q*q + eta*eta)


for a, b in ((2.0, 1.6), (2.0, 2.4), (2.3, 1.3)):
    direct = quad(lambda s: np.sqrt(a + (b - a) * s), 0, 1)[0]
    assert abs(direct - mean_root(a, b)) < 1e-10
    wkb = (interface_factor(a) * interface_factor(b)
           * np.exp(-linear_exponent(a, b)))
    assert abs(schroedinger_transmission(a, b, d) / wkb - 1) < 0.02

# Small-difference expansion: the error must be of fourth relative order.
linear_log = d * ROOT * np.sqrt(mass / mean) * delta
corrected_log = linear_log * (1 + delta**2 / (32 * mean**2))
wkb_log = log_ratio(low, high)
assert abs(corrected_log / wkb_log - 1) < (delta / mean)**4 / 50

# Sum over transverse momentum, closed form and quadrature.
def transverse_sum(phi):
    k0 = kappa(phi)
    return np.exp(-2 * k0 * d) * (k0 / (2*d) + 1 / (4*d*d))


nodes, weights = np.polynomial.legendre.leggauss(100)
w_nodes, w_weights = 4 * (nodes + 1), 4 * weights  # 0 to 8 eV
half_scale = ROOT**2 * mass / 2


def biased_current(phi, voltage):
    """WKB current, up to a common constant, flat barrier plus read bias."""
    e_nodes = voltage * (nodes + 1) / 2
    total = e_nodes[:, None] + w_nodes[None, :]
    action = linear_exponent(phi + total, phi + total - voltage)
    return half_scale * voltage / 2 * (weights @ np.exp(-action) @ w_weights)


for phi in (low, high):
    small_bias = biased_current(phi, 1e-4) / 1e-4
    assert abs(small_bias / transverse_sum(phi) - 1) < 1e-3
transverse_ratio = transverse_sum(low) / transverse_sum(high)
bias_ratio = (biased_current(low, read_voltage)
              / biased_current(high, read_voltage))
matched_ratio = ((w_weights @ matched_transmission(low, w_nodes))
                 / (w_weights @ matched_transmission(high, w_nodes)))
quantum = 2 * sc.e**2 / sc.h


def resistance_area(phi):  # ohm um^2, unit matching factor
    return 1 / (quantum * transverse_sum(phi) / (2 * np.pi) * 1e6)


# Thermal smearing and emission over the barrier.
def thermal_sum(phi, kt):
    def integrand(e):
        return transverse_sum(phi - e) / (4 * kt * np.cosh(e / (2*kt))**2)
    return quad(integrand, -1.0, 1.2, points=[0], epsabs=0,
                epsrel=1e-9, limit=300)[0]


kt = sc.k * temperature / sc.e
kt_cold = sc.k * 5.0 / sc.e
cold_ratio = thermal_sum(low, kt_cold) / thermal_sum(high, kt_cold)
assert abs(cold_ratio / transverse_ratio - 1) < 1e-4
thermal_ratio = thermal_sum(low, kt) / thermal_sum(high, kt)
thermionic_share = np.exp(-low / kt + 2 * kappa(low) * d)
assert thermionic_share < 1e-6

# Image force between two metal plates: closed form against image charges.
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9  # eV nm


def image_lowering(x):
    z = x / d
    return (coulomb / (4 * eps_optical * d)
            * (-2 * np.euler_gamma - digamma(z) - digamma(1 - z)))


n = np.arange(200000)
for x in (0.4, 1.5):
    images = np.sum(1/(x + n*d) + 1/(d - x + n*d) - 2/((n + 1)*d))
    assert abs(coulomb / (4*eps_optical) * images / image_lowering(x)
               - 1) < 1e-4
x_grid = (np.arange(40000) + 0.5) * d / 40000


def image_exponent(phi):
    barrier = np.maximum(phi - image_lowering(x_grid), 0)
    return 2 * d * np.mean(kappa(barrier))


image_ratio = np.exp(image_exponent(high) - image_exponent(low))

# Tilts that accompany the polarization.
pinned_ratio = np.exp(linear_exponent(2.0, 2.4) - linear_exponent(2.0, 1.6))
unequal_ratio = np.exp(linear_exponent(high, high)
                       - linear_exponent(low + 0.5, low - 0.5))

# Symmetric two-band dispersion, tested by diagonalization.
def two_band_kappa(phi):
    return kappa(phi) * np.sqrt(1 - phi / gap)


coupling = np.sqrt(gap / (ROOT**2 * mass))


def upper_band(k):
    matrix = np.array([[gap/2, coupling*k], [coupling*k, -gap/2]], complex)
    return max(np.linalg.eigvals(matrix).real)


k_small = 0.01
edge_mass = k_small**2 / (ROOT**2 * (upper_band(k_small) - gap / 2))
assert abs(edge_mass / mass - 1) < 1e-3
for phi in (low, high):
    assert abs(upper_band(1j * two_band_kappa(phi)) - (gap/2 - phi)) < 1e-8
two_band_log = 2 * d * (two_band_kappa(high) - two_band_kappa(low))
refit = 1 / np.sqrt(1 - mean / gap)
refit_mass = mass * refit**2
refit_log = two_band_log * refit

ratio = np.exp(wkb_log)
leak_ratio = (ratio + 1) / 2
shifts = [np.log(matched_ratio / ratio), np.log(transverse_ratio / ratio),
          np.log(bias_ratio / transverse_ratio),
          np.log(thermal_ratio / transverse_ratio),
          np.log(image_ratio / ratio), np.log(pinned_ratio / ratio),
          np.log(unequal_ratio / ratio)]
assert abs(refit_log - wkb_log) > max(abs(s) for s in shifts)
read_field = read_voltage / d * 10  # 1 V/nm = 10 MV/cm
assert read_field < coercive < breakdown


def show(label, value, unit="", form=".4f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("thickness", d, "nm", ".1f")
show("barrier mass", mass, "electron masses", ".1f")
show("average barrier", mean, "eV", ".1f")
show("barrier difference", delta, "eV", ".1f")
show("low barrier", low, "eV", ".1f")
show("high barrier", high, "eV", ".1f")
show("sqrt(2 m_e)/hbar", ROOT, "1/(nm sqrt(eV))")
show("decay constant, low", kappa(low), "1/nm")
show("decay constant, high", kappa(high), "1/nm")
show("WKB exponent, low", 2 * d * kappa(low))
show("WKB exponent, high", 2 * d * kappa(high))
show("exp(-exponent), low", np.exp(-2*d*kappa(low)), "", ".3e")
show("exp(-exponent), high", np.exp(-2*d*kappa(high)), "", ".3e")
show("log of resistance ratio", wkb_log)
show("WKB RESISTANCE RATIO", ratio, "", ".3f")
show("linear estimate of log", linear_log)
show("ratio from linear estimate", np.exp(linear_log), "", ".3f")
show("ratio for 2.0 and 2.4 eV", np.exp(log_ratio(2.0, 2.4)), "", ".2f")
show("ratio for 1.6 and 2.4 eV", np.exp(log_ratio(1.6, 2.4)), "", ".2f")
show("log-ratio growth, Schroedinger", growth_numeric, "1/nm", ".5f")
show("log-ratio growth, WKB", growth_wkb, "1/nm", ".5f")
show("electrode Fermi energy", fermi, "eV", ".1f")
show("Schroedinger transmission, low", t_low, "", ".3e")
show("Schroedinger transmission, high", t_high, "", ".3e")
show("Schroedinger ratio, normal incidence", t_low/t_high, "", ".3f")
show("WKB ratio with transverse sum", transverse_ratio, "", ".3f")
show("ratio with transverse sum and matching", matched_ratio, "", ".3f")
show("WKB resistance-area, low", resistance_area(low), "ohm um2", ".2e")
show("WKB resistance-area, high", resistance_area(high), "ohm um2", ".2e")
show("read voltage", read_voltage, "V", ".1f")
show("read field", read_field, "MV/cm", ".2f")
show("rough coercive field", coercive, "MV/cm", ".0f")
show("rough breakdown field", breakdown, "MV/cm", ".0f")
show("transverse-sum ratio at read voltage", bias_ratio, "", ".3f")
show("temperature of use", temperature, "K", ".0f")
show("transverse-sum ratio at that temperature", thermal_ratio, "", ".3f")
show("thermionic/tunnel Boltzmann estimate", thermionic_share, "", ".1e")
show("rough optical permittivity", eps_optical, "", ".1f")
show("image lowering at mid-barrier", image_lowering(d/2), "eV", ".3f")
show("ratio with image force", image_ratio, "", ".3f")
show("ratio, one interface pinned at 2 eV", pinned_ratio, "", ".3f")
show("ratio, 1 eV tilt in low state only", unequal_ratio, "", ".3f")
show("rough band gap", gap, "eV", ".1f")
show("two-band ratio, edge mass 0.2", np.exp(two_band_log), "", ".3f")
show("refitted edge mass", refit_mass, "electron masses", ".3f")
show("two-band ratio, refitted mass", np.exp(refit_log), "", ".3f")
show("ratio with leak equal to high-state conductance", leak_ratio,
     "", ".2f")
print("tests ok")
```

It prints:

```
thickness: 3.0 nm
barrier mass: 0.2 electron masses
average barrier: 2.0 eV
barrier difference: 0.4 eV
low barrier: 1.8 eV
high barrier: 2.2 eV
sqrt(2 m_e)/hbar: 5.1232 1/(nm sqrt(eV))
decay constant, low: 3.0739 1/nm
decay constant, high: 3.3983 1/nm
WKB exponent, low: 18.4434
WKB exponent, high: 20.3899
exp(-exponent), low: 9.775e-09
exp(-exponent), high: 1.396e-09
log of resistance ratio: 1.9465
WKB RESISTANCE RATIO: 7.004
linear estimate of log: 1.9441
ratio from linear estimate: 6.987
ratio for 2.0 and 2.4 eV: 6.40
ratio for 1.6 and 2.4 eV: 49.80
log-ratio growth, Schroedinger: 0.64885 1/nm
log-ratio growth, WKB: 0.64885 1/nm
electrode Fermi energy: 5.0 eV
Schroedinger transmission, low: 3.591e-08
Schroedinger transmission, high: 4.797e-09
Schroedinger ratio, normal incidence: 7.485
WKB ratio with transverse sum: 6.367
ratio with transverse sum and matching: 6.841
WKB resistance-area, low: 1.54e+07 ohm um2
WKB resistance-area, high: 9.78e+07 ohm um2
read voltage: 0.1 V
read field: 0.33 MV/cm
rough coercive field: 1 MV/cm
rough breakdown field: 5 MV/cm
transverse-sum ratio at read voltage: 6.380
temperature of use: 358 K
transverse-sum ratio at that temperature: 6.413
thermionic/tunnel Boltzmann estimate: 4.7e-18
rough optical permittivity: 4.5
image lowering at mid-barrier: 0.074 eV
ratio with image force: 7.797
ratio, one interface pinned at 2 eV: 7.022
ratio, 1 eV tilt in low state only: 7.439
rough band gap: 5.7 eV
two-band ratio, edge mass 0.2: 2.058
refitted edge mass: 0.308 electron masses
two-band ratio, refitted mass: 2.450
ratio with leak equal to high-state conductance: 4.00
tests ok
```
